**Ensemble 1/f noise from devices with few traps**

A trap with threshold step δ, filled fraction p and time constant τ has the one-sided spectrum 4δ²p(1−p)τ/[1+(2πfτ)²]. For Poisson-distributed traps, uniform in level energy and in ln τ, the ensemble mean is nδ²/f, where n is the mean number of traps per device, per kT of level energy and per e-fold of τ. The program asserts the single-trap spectrum against simulated telegraph signals, and the additivity of independent traps against the full eight-state generator of three traps. It also asserts the ensemble mean, the relative variance 1/(3π²n), the large-n exponent variance 1/(9π²n) and the criterion for two separate peaks, using quadrature, random sampling or direct counting of maxima. For a 100 nm by 40 nm model transistor, n = 0.0267 and the average of 200,000 devices has exponent 1.000. At 1 kHz, however, only 9% of the individual devices have a local exponent between 0.9 and 1.1, and the standard deviation of their noise power is 1.12 times the mean. The output also sizes unequal steps, trap depth, bias, temperature, thermal noise and gate leakage for the same device.

## Check in Python

```python
# RESULT UNDER TEST
# A trap that shifts the threshold by delta and is filled a fraction p of the time
# has the one-sided spectrum S = 4 delta^2 p(1-p) tau / (1 + (2 pi f tau)^2).
# Poisson-distributed traps, uniform in level energy and in ln(tau), give the
# ensemble mean delta^2 n / f, where n is the mean number of traps per kT of level
# energy and per e-fold of tau in one device. Single devices scatter about it with
# relative variance 1/(3 pi^2 n), and their local exponents differ from 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import expit

rng = np.random.default_rng(12345)
q = const.e
k_ev = const.k / const.e


def lorentzian(f, p, tau):
    """Spectrum of one trap for unit threshold shift."""
    return 4 * p * (1 - p) * tau / (1 + (2 * np.pi * f * tau) ** 2)


def draw_devices(n, count, ln_lo, ln_hi, half):
    """Poisson traps; levels within +-half (in kT), ln(tau) in [ln_lo, ln_hi]."""
    number = rng.poisson(n * 2 * half * (ln_hi - ln_lo), count)
    owner = np.repeat(np.arange(count), number)
    level = rng.uniform(-half, half, owner.size)
    tau = np.exp(rng.uniform(ln_lo, ln_hi, owner.size))
    return owner, level, expit(-level), tau


def device_spectrum(f, owner, p, tau, count, weight=1.0):
    return np.bincount(owner, weight * lorentzian(f, p, tau), count)


def device_exponent(f, owner, p, tau, count):
    """Minus the logarithmic slope of each device spectrum."""
    s = lorentzian(f, p, tau)
    u2 = (2 * np.pi * f * tau) ** 2
    total = np.bincount(owner, s, count)
    top = np.bincount(owner, s * 2 * u2 / (1 + u2), count)
    good = total > 0
    return top[good] / total[good]


# ---------- example parameters ----------
T = 300.0                       # K
T_hot = 358.0                   # K
width_nm, length_nm = 100.0, 40.0
eot_nm = 1.2
density = 1e12                  # traps / (cm^2 eV level eV barrier)
barrier_lo, barrier_hi = 0.2, 1.0   # eV
tau0 = 1e-13                    # s
f_lo, f_mid, f_hi = 1.0, 1e3, 1e6   # Hz
kT = k_ev * T                   # eV
area_cm2 = width_nm * length_nm * 1e-14
cox = 3.9 * const.epsilon_0 / (eot_nm * 1e-9)      # F/m^2
delta = q / (cox * area_cm2 * 1e-4)                 # V
n = density * area_cm2 * kT ** 2
ln_lo = np.log(tau0) + barrier_lo / kT
ln_hi = np.log(tau0) + barrier_hi / kT

# ---------- one trap: simulated telegraph signal, Fourier integral of each record
tau_c, tau_e = 2e-3, 1e-3
p1 = tau_e / (tau_c + tau_e)
tau1 = 1 / (1 / tau_c + 1 / tau_e)
records, intervals, T_rec = 3000, 400, 0.4
start_filled = (rng.random(records) < p1).astype(int)
filled = (start_filled[:, None] + np.arange(intervals)) % 2 == 1
dwell = rng.exponential(1.0, filled.shape) * np.where(filled, tau_e, tau_c)
ends = np.cumsum(dwell, axis=1)
assert ends[:, -1].min() > T_rec
begins = np.minimum(ends - dwell, T_rec)
ends = np.minimum(ends, T_rec)
filled_share = np.sum((ends - begins) * filled) / (records * T_rec)
assert abs(filled_share / p1 - 1) < 0.02
sim_ratio = []
for k in (40, 96, 400):         # whole periods in a record, so the mean drops out
    f = k / T_rec
    w = 2 * np.pi * f
    amp = np.sum(filled * (np.exp(-1j * w * begins) - np.exp(-1j * w * ends)),
                 axis=1) / (1j * w)
    measured = np.mean(2 * np.abs(amp) ** 2 / T_rec)
    sim_ratio.append(measured / lorentzian(f, p1, tau1))
assert max(abs(r - 1) for r in sim_ratio) < 0.08   # about 2 % sampling error
power = quad(lambda x: lorentzian(x / tau1, p1, tau1) / tau1, 0, np.inf)[0]
assert abs(power / (p1 * (1 - p1)) - 1) < 1e-6

# ---------- three traps: full eight-state generator against a sum of Lorentzians
trap_set = [(3.0, 5.0, 1.0), (40.0, 20.0, 0.7), (900.0, 400.0, 1.6)]
generator = np.zeros((1, 1))
signal = np.zeros(1)
for capture, emission, step in trap_set:
    one = np.array([[-capture, emission], [capture, -emission]])
    generator = (np.kron(generator, np.eye(2))
                 + np.kron(np.eye(len(signal)), one))
    signal = np.add.outer(signal, np.array([0.0, step])).ravel()
system = np.vstack([generator, np.ones(8)])
steady = np.linalg.lstsq(system, np.r_[np.zeros(8), 1.0], rcond=None)[0]
deviation = steady * (signal - steady @ signal)
for f in (0.1, 1.0, 10.0, 100.0, 1000.0):
    resolvent = np.linalg.solve(2j * np.pi * f * np.eye(8) - generator, deviation)
    full = 4 * np.real(signal @ resolvent)
    parts = sum(d ** 2 * lorentzian(f, c / (c + e), 1 / (c + e))
                for c, e, d in trap_set)
    assert abs(full / parts - 1) < 1e-8

# ---------- ensemble integrals, with and without a level-dependent tau
level_grid = np.linspace(-20, 20, 801)
ln_grid = np.linspace(ln_lo, ln_hi, 3001)
for prefactor in (np.ones(801), 1 / (2 * np.cosh(level_grid / 2))):
    tau_grid = prefactor[:, None] * np.exp(ln_grid)[None, :]
    fs = f_mid * lorentzian(f_mid, expit(-level_grid)[:, None], tau_grid)
    first = trapezoid(trapezoid(fs, ln_grid, axis=1), level_grid)
    second = trapezoid(trapezoid(fs ** 2, ln_grid, axis=1), level_grid)
    assert abs(first - 1) < 1e-3
    assert abs(second * 3 * np.pi ** 2 - 1) < 1e-3

# ---------- a density of ln(tau) that grows as tau^a changes the ensemble exponent
for a in (-0.2, 0.2):
    ends_s = [trapezoid(np.exp(a * ln_grid) * lorentzian(f, 0.5, np.exp(ln_grid)),
                        ln_grid) for f in (1e2, 1e4)]
    assert abs(-np.log(ends_s[1] / ends_s[0]) / np.log(100) - (1 + a)) < 2e-3


# ---------- flat barrier density: ensemble level grows as temperature squared
def barrier_ensemble(temp):
    e_grid = np.linspace(-1, 1, 8001)
    b_grid = np.linspace(barrier_lo, barrier_hi, 8001)
    occupation = expit(-e_grid / (k_ev * temp))
    tau = tau0 * np.exp(b_grid / (k_ev * temp))
    return (trapezoid(occupation * (1 - occupation), e_grid)
            * trapezoid(4 * tau / (1 + (2 * np.pi * f_mid * tau) ** 2), b_grid))


hot_level = barrier_ensemble(T_hot) / barrier_ensemble(T)
assert abs(hot_level / (T_hot / T) ** 2 - 1) < 1e-3

# ---------- peak height, and when two equal peaks of f*S are separate
y = np.linspace(-6, 6, 20001)
peak = np.max(np.exp(y) * lorentzian(np.exp(y), 0.5, 1 / (2 * np.pi)))
assert abs(peak * 4 * np.pi - 1) < 1e-6
split_ratio = (1 + np.sqrt(2)) ** 2
for ratio, expected in ((0.95 * split_ratio, 1), (1.05 * split_ratio, 2)):
    pair = sum(np.exp(y) * lorentzian(np.exp(y), 0.5, t / (2 * np.pi))
               for t in (ratio ** 0.5, ratio ** -0.5))
    maxima = np.sum((pair[1:-1] > pair[:-2]) & (pair[1:-1] > pair[2:]))
    assert maxima == expected

# ---------- many small devices
count = 200000
owner, level, p, tau = draw_devices(n, count, ln_lo, ln_hi, 10.0)
freqs = 10.0 ** np.arange(7)
relative = np.array([f * device_spectrum(f, owner, p, tau, count) / n
                     for f in freqs])
average = relative.mean(axis=1)
assert np.max(np.abs(average - 1)) < 0.02
ensemble_exponent = 1 - np.polyfit(np.log(freqs), np.log(average), 1)[0]
mid = relative[3]
rel_var = 1 / (3 * np.pi ** 2 * n)
assert abs(mid.var() / mid.mean() ** 2 / rel_var - 1) < 0.04
gamma = device_exponent(f_mid, owner, p, tau, count)
assert abs(gamma.mean() - 1) < 0.02
assert abs(np.mean(gamma < 0.5) - np.mean(gamma > 1.5)) < 0.02
step = 1e-3
up = device_spectrum(f_mid * np.exp(step), owner, p, tau, count)
down = device_spectrum(f_mid * np.exp(-step), owner, p, tau, count)
good = (up > 0) & (down > 0)
numeric_gamma = -np.log(up[good] / down[good]) / (2 * step)
assert np.max(np.abs(numeric_gamma - gamma)) < 1e-4

corner = 1 / (2 * np.pi * tau)
active = (np.abs(level) < 2) & (corner > f_lo) & (corner < f_hi)
active_count = np.bincount(owner[active], minlength=count)
mean_active = 4 * n * np.log(f_hi / f_lo)
assert abs(np.mean(active_count == 0) - np.exp(-mean_active)) < 0.01
active_share = quad(lambda x: expit(x) * expit(-x), -2, 2)[0]

# unequal steps: exponential amplitudes with the same mean step
weight = rng.exponential(1.0, owner.size) ** 2
uneven = device_spectrum(f_mid, owner, p, tau, count, weight)
uneven_var = uneven.var() / uneven.mean() ** 2
assert abs(uneven_var / (6 * rel_var) - 1) < 0.2    # heavy tail: few % error
assert abs(uneven.mean() * f_mid / n / 2 - 1) < 0.05

# ---------- large devices of one square micrometre
n_big = density * 1e-8 * kT ** 2
centre = -np.log(2 * np.pi * f_mid)
big_count = 2500
b_owner, _, b_p, b_tau = draw_devices(n_big, big_count, centre - 8, centre + 8, 8.0)
big = device_spectrum(f_mid, b_owner, b_p, b_tau, big_count)
big_gamma = device_exponent(f_mid, b_owner, b_p, b_tau, big_count)
big_spread = big.std() / big.mean()
assert abs(big_spread * np.sqrt(3 * np.pi ** 2 * n_big) - 1) < 0.08
assert abs(big_gamma.std() * np.sqrt(9 * np.pi ** 2 * n_big) - 1) < 0.08

# ---------- sizes of neglected effects
depth2 = quad(lambda z: (1 - z) ** 2, 0, 1)[0]
depth4 = quad(lambda z: (1 - z) ** 4, 0, 1)[0]
gm, leak_density, overdrive, gate_step = 1e-4, 0.1, 0.3, 0.1  # S, A/cm2, V, V
thermal = 4 * const.k * T / gm
shot = 2 * q * leak_density * area_cm2 / gm ** 2
mean_1hz = delta ** 2 * n
below_floor = np.mean(relative[6] * mean_1hz / f_hi < thermal)
barrier_mid = kT * np.log(1 / (2 * np.pi * f_mid * tau0))
corner_hot = f_mid * np.exp(barrier_mid / k_ev * (1 / T - 1 / T_hot))

# ---------- output
print(f"W, L, EOT: {width_nm:.0f}, {length_nm:.0f}, {eot_nm:.1f} nm; T {T:.0f} K")
print(f"kT: {1e3*kT:.2f} meV; trap density D: {density:.1e} /(cm2 eV2)")
print(f"barriers: {barrier_lo:.1f} to {barrier_hi:.1f} eV; tau0 {tau0:.0e} s")
print(f"time constants: {np.exp(ln_lo):.2e} to {np.exp(ln_hi):.2e} s")
print(f"Cox: {cox*100:.3f} uF/cm2; threshold step delta: {1e3*delta:.3f} mV")
print(f"n, traps per kT per e-fold: {n:.5f}")
print(f"ensemble S at 1 Hz: {mean_1hz:.3e} V2/Hz")
print(f"same times area: {mean_1hz*1e12*area_cm2*1e8:.1f} uV2 um2/Hz")
print(f"hand trap tau_c, tau_e: {1e3*tau_c:.1f}, {1e3*tau_e:.1f} ms")
print(f"hand trap p: {p1:.4f}; tau: {1e3*tau1:.4f} ms")
print(f"hand trap corner: {1/(2*np.pi*tau1):.1f} Hz")
print(f"hand trap plateau: {delta**2*lorentzian(0, p1, tau1):.3e} V2/Hz")
print("simulated/formula at 100, 240, 1000 Hz:",
      " ".join(f"{r:.3f}" for r in sim_ratio))
print(f"half-filled trap peak / ensemble level: {peak/n:.3f}")
print(f"tau ratio for two separate peaks: {split_ratio:.3f}")
print(f"mean active traps (2 kT, 1 Hz-1 MHz): {mean_active:.3f}")
print(f"share of mean noise from levels within 2 kT: {active_share:.4f}")
print("fraction of devices with 0,1,2,3,>3 active:",
      " ".join(f"{np.mean(active_count == j):.3f}" for j in range(4)),
      f"{np.mean(active_count > 3):.3f}")
print("f*S/(ensemble formula) at 1,10,...,1e6 Hz:")
print(f"average of {count} devices:", " ".join(f"{v:.3f}" for v in average))
print(f"exponent of that average: {ensemble_exponent:.4f}")
for d in range(4):
    chosen = np.where(active & (owner == d))[0]
    chosen = chosen[np.argsort(corner[chosen])]
    text = "; ".join(f"{corner[i]:.3g} Hz, p={p[i]:.2f}" for i in chosen)
    print(f"device {d+1} active traps: {text if text else 'none'}")
    print(f"device {d+1} f*S ratio:", " ".join(f"{v:.3g}" for v in relative[:, d]))
    mine = owner == d
    local = [device_exponent(f, np.zeros(mine.sum(), int), p[mine], tau[mine], 1)[0]
             for f in (10.0, 1e3, 1e5)]
    print(f"device {d+1} exponent at 10, 1e3, 1e5 Hz:",
          " ".join(f"{v:.2f}" for v in local))
print(f"relative std of S, formula: {rel_var**0.5:.3f}")
print(f"relative std of S at 1 kHz, sampled: {mid.std()/mid.mean():.3f}")
print("S/mean at 1 kHz, 5/50/95 percentiles:",
      " ".join(f"{v:.4f}" for v in np.percentile(mid, [5, 50, 95]) / mid.mean()))
print(f"exponent at 1 kHz: mean {gamma.mean():.3f}, std {gamma.std():.3f}")
print(f"fraction with exponent 0.9-1.1: {np.mean(np.abs(gamma-1) < 0.1):.3f}")
print(f"fraction outside 0.5-1.5: {np.mean(np.abs(gamma-1) > 0.5):.3f}")
print(f"devices to average for 10 % error: {rel_var/0.01:.0f}")
print(f"1 um2 device: n {n_big:.3f}; relative std of S {big_spread:.4f}")
print(f"1 um2 device: std of exponent {big_gamma.std():.4f}")
print(f"area for 10 % std of S: {1e8*area_cm2*rel_var/0.01:.3f} um2")
print(f"exponential steps: mean S x{uneven.mean()*f_mid/n:.2f},",
      f"relative std {uneven_var**0.5:.2f}")
print(f"uniform trap depth: mean S x{depth2:.3f}, K = {depth4/depth2**2:.2f}")
print(f"{gate_step:.1f} V gate step, mid-depth level shift:",
      f"{gate_step/2/kT:.2f} kT; p 0.50 -> {expit(gate_step/2/kT):.2f}")
print(f"q delta/kT: {delta/kT:.4f}; delta/({overdrive:.1f} V drive):",
      f"{delta/overdrive:.4f}")
print(f"thermal floor (gm {1e3*gm:.1f} mS): {thermal:.2e} V2/Hz")
print(f"ensemble S at 1 MHz: {mean_1hz/f_hi:.2e} V2/Hz")
print(f"fraction of devices below floor at 1 MHz: {below_floor:.3f}")
print(f"leakage shot noise ({leak_density:.1f} A/cm2): {shot:.1e} V2/Hz")
print(f"barrier of a 1 kHz trap: {barrier_mid:.3f} eV")
print(f"its corner at {T_hot:.0f} K: {corner_hot/1e3:.1f} kHz;",
      f"ensemble S x{hot_level:.3f}")
print("done: every assertion held")
```

Output:

```
W, L, EOT: 100, 40, 1.2 nm; T 300 K
kT: 25.85 meV; trap density D: 1.0e+12 /(cm2 eV2)
barriers: 0.2 to 1.0 eV; tau0 1e-13 s
time constants: 2.29e-10 to 6.30e+03 s
Cox: 2.878 uF/cm2; threshold step delta: 1.392 mV
n, traps per kT per e-fold: 0.02673
ensemble S at 1 Hz: 5.179e-08 V2/Hz
same times area: 207.2 uV2 um2/Hz
hand trap tau_c, tau_e: 2.0, 1.0 ms
hand trap p: 0.3333; tau: 0.6667 ms
hand trap corner: 238.7 Hz
hand trap plateau: 1.148e-09 V2/Hz
simulated/formula at 100, 240, 1000 Hz: 0.990 0.971 0.996
half-filled trap peak / ensemble level: 2.977
tau ratio for two separate peaks: 5.828
mean active traps (2 kT, 1 Hz-1 MHz): 1.477
share of mean noise from levels within 2 kT: 0.7616
fraction of devices with 0,1,2,3,>3 active: 0.228 0.337 0.249 0.123 0.063
f*S/(ensemble formula) at 1,10,...,1e6 Hz:
average of 200000 devices: 0.998 1.001 1.001 0.997 0.999 0.998 1.000
exponent of that average: 1.0000
device 1 active traps: 4.86 Hz, p=0.67; 5.89e+05 Hz, p=0.16
device 1 f*S ratio: 1.34 2.45 1.12 1.56 1.71 1.23 2.13
device 1 exponent at 10, 1e3, 1e5 Hz: 1.45 0.63 0.57
device 2 active traps: 1.13e+05 Hz, p=0.17
device 2 f*S ratio: 0.0653 0.222 0.111 0.0858 0.338 1.84 1.07
device 2 exponent at 10, 1e3, 1e5 Hz: 0.78 0.89 0.85
device 3 active traps: 3.81e+04 Hz, p=0.42
device 3 f*S ratio: 0.258 0.0356 0.0901 0.562 1.53 1.94 0.222
device 3 exponent at 10, 1e3, 1e5 Hz: 1.50 0.59 1.75
device 4 active traps: none
device 4 f*S ratio: 0.294 0.132 0.0171 0.0357 0.161 0.0371 0.0512
device 4 exponent at 10, 1e3, 1e5 Hz: 1.92 0.10 1.69
relative std of S, formula: 1.124
relative std of S at 1 kHz, sampled: 1.123
S/mean at 1 kHz, 5/50/95 percentiles: 0.0179 0.5628 3.2599
exponent at 1 kHz: mean 1.000, std 0.613
fraction with exponent 0.9-1.1: 0.089
fraction outside 0.5-1.5: 0.553
devices to average for 10 % error: 126
1 um2 device: n 6.683; relative std of S 0.0716
1 um2 device: std of exponent 0.0403
area for 10 % std of S: 0.505 um2
exponential steps: mean S x2.00, relative std 2.74
uniform trap depth: mean S x0.333, K = 1.80
0.1 V gate step, mid-depth level shift: 1.93 kT; p 0.50 -> 0.87
q delta/kT: 0.0538; delta/(0.3 V drive): 0.0046
thermal floor (gm 0.1 mS): 1.66e-16 V2/Hz
ensemble S at 1 MHz: 5.18e-14 V2/Hz
fraction of devices below floor at 1 MHz: 0.013
leakage shot noise (0.1 A/cm2): 1.3e-22 V2/Hz
barrier of a 1 kHz trap: 0.548 eV
its corner at 358 K: 31.0 kHz; ensemble S x1.424
done: every assertion held
```
